# Why Direct Monte Carlo Starves at a 0.4 eV Barrier: verification in Python

```python
# Result under test: a classical thermal electron arriving at a barrier Eb
# crosses with probability p = exp(-Eb/kT). Equal-weight simulation of N
# independent arrivals then has relative error sqrt((1-p)/(N p)).
# Symbols: eta = Eb/kT; vR = one-sided thermal flux per unit density;
# theta = stretching of the sampled energy distribution; etaF = Fermi level
# above the source band edge divided by kT; kappa = net recrossing factor.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc
from mpmath import polylog

rng = np.random.default_rng(2718)
q, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e

# Inputs: rough values for a silicon n-channel transistor
T = 300.0
Eb = 0.4
m_light, m_heavy = 0.19, 0.92
L_channel, L_source = 20e-9, 20e-9
n_source = 1e26
mobility = 0.03
alpha = 0.5
N_particles = 10000
time_step = 1e-16
speed = 1e7
target = 0.1

kT = kB * T / q
eta = Eb / kT
p = np.exp(-eta)

# Particles moving in a box: arrivals are found by motion, not by formula
E_low = 0.1
eta_low = E_low / kT
p_low = np.exp(-eta_low)
N_box, reach = 4000000, 0.1
x = rng.random(N_box)
v = rng.standard_normal(N_box)
arrived = x + reach * v > 1
N_arrived = int(arrived.sum())
N_over = int((v[arrived]**2 / 2 > eta_low).sum())
p_box = N_over / N_arrived
expected_arrivals = N_box * reach / np.sqrt(2 * np.pi)
assert abs(N_arrived - expected_arrivals) < 5 * np.sqrt(expected_arrivals)
assert abs(p_box - p_low) < 5 * np.sqrt(p_low / N_arrived)
snapshot_low = 0.5 * erfc(np.sqrt(eta_low))
measured_snapshot = np.mean(v > np.sqrt(2 * eta_low))
assert abs(measured_snapshot - snapshot_low) < 5 * np.sqrt(snapshot_low / N_box)
snapshot = 0.5 * erfc(np.sqrt(eta))
del x, v, arrived

# Nonparabolic band: integrate velocity times occupation over wave vector
nodes, weights = np.polynomial.legendre.leggauss(200)


def interval(a, b):
    return a + (b - a) * (nodes + 1) / 2, weights * (b - a) / 2


def nonparabolic_flux(barrier):
    a = alpha * kT

    def energy(k2):
        return (-1 + np.sqrt(1 + 2 * a * k2)) / (2 * a)

    total = 0.0
    kt_nodes, kt_weights = interval(0.0, 12.0)
    for kt, wt in zip(kt_nodes, kt_weights):
        e_min = barrier + energy(kt**2)
        k_min = np.sqrt(max(2 * e_min * (1 + a * e_min) - kt**2, 0.0))
        kx, wx = interval(k_min, k_min + 12)
        e = energy(kx**2 + kt**2)
        total += wt * kt * np.sum(wx * kx / (1 + 2 * a * e) * np.exp(-e))
    return total


p_nonparabolic = nonparabolic_flux(eta) / nonparabolic_flux(0.0)
assert abs(p_nonparabolic / p - 1) < 1e-5

# Scatter of repeated direct runs, at a barrier where crossings are common
runs_low, N_low = 400, 5000
counts_low = (rng.exponential(size=(runs_low, N_low)) > eta_low).sum(axis=1)
scatter = counts_low.std(ddof=1) / counts_low.mean()
scatter_law = np.sqrt((1 - p_low) / (N_low * p_low))
assert abs(scatter / scatter_law - 1) < 0.16

# Direct runs at the full barrier
runs, N_run = 40, 1000000
counts = np.array([(rng.exponential(size=N_run) > eta).sum()
                   for _ in range(runs)])
empty = int((counts == 0).sum())
p_empty = np.exp(-N_run * p)
assert abs(empty - runs * p_empty) < 4 * np.sqrt(runs * p_empty * (1 - p_empty))

# Simulation effort
vR_light = np.sqrt(kB * T / (2 * np.pi * m_light * m0))
vR_heavy = np.sqrt(kB * T / (2 * np.pi * m_heavy * m0))
vR = (2 * vR_light + vR_heavy) / 3
arrival_rate = N_particles * vR / L_source


def arrivals_needed(prob):
    return (1 - prob) / (prob * target**2)


N_needed = arrivals_needed(p)
sim_time = N_needed / arrival_rate
particle_steps = N_particles * sim_time / time_step
days = particle_steps / speed / 86400

# Weighted sampling with a stretched exponential energy distribution
theta = eta
N_weighted = 400000
u = rng.exponential(theta, N_weighted)
score = np.where(u > eta, theta * np.exp(-u * (1 - 1 / theta)), 0.0)
p_weighted = score.mean()
relvar = theta * np.exp(eta / theta) / (2 - 1 / theta) - 1
relvar_measured = score.var() / p_weighted**2
assert abs(p_weighted / p - 1) < 5 * np.sqrt(relvar / N_weighted)
assert abs(relvar_measured / relvar - 1) < 0.05
N_weighted_needed = relvar / target**2

# Degenerate source: Fermi level from density, then flux over the barrier
m_dos = (m_heavy * m_light**2)**(1 / 3) * m0
Nc = 12 * (m_dos * kB * T / (2 * np.pi * hbar**2))**1.5


def F_half(z):
    value = quad(lambda s: 2 * s * s / (1 + np.exp(s * s - z)), 0, 8)[0]
    return 2 / np.sqrt(np.pi) * value


def F_one(z):
    return float(-polylog(2, -np.exp(z)).real)


etaF = brentq(lambda z: F_half(z) - n_source / Nc, -5, 15)
p_fermi = F_one(etaF - eta) / F_one(etaF)
rate_fermi = F_one(etaF - eta) / F_half(etaF) / p


def fermi_moment(lower, power):
    kx, wx = interval(lower, lower + 11)
    kt, wt = interval(0.0, 11.0)
    e = (kx[:, None]**2 + kt[None, :]**2) / 2
    occupation = 1 / (1 + np.exp(e - etaF))
    return np.einsum('i,j,ij->', wx * kx**power, wt * kt, occupation)


over = fermi_moment(np.sqrt(2 * eta), 1)
assert abs(over / fermi_moment(0.0, 1) / p_fermi - 1) < 1e-5
flux_per_density = over / (2 * fermi_moment(0.0, 0))
assert abs(flux_per_density * np.sqrt(2 * np.pi) / (rate_fermi * p) - 1) < 1e-5


# Tunnelling: solve the wave equation and average over thermal energies
def barrier_frequency(length):
    return np.sqrt(8 * Eb * q / (m_light * m0)) / length


def tunnelling_formula(length):
    y = hbar * barrier_frequency(length) / (2 * kB * T)
    assert y < np.pi
    return y / np.sin(y)


def tunnelling_solved(length, extension):
    # extension > 1 continues the parabola below the source band edge
    E = np.linspace(0.002, Eb + 15 * kT, 600)
    width = length * extension
    n = int(round(width / 0.02e-9))
    h = width / n
    pos = -width / 2 + h * np.arange(-2, n + 3)
    floor = Eb * (1 - extension**2)
    V = np.maximum(Eb * (1 - (2 * pos / length)**2), floor)
    c = 2 * m_light * m0 * q / hbar**2
    k = np.sqrt(c * (E - floor))

    def f(j):
        return 1 + h * h * c * (E - V[j]) / 12

    right = np.exp(1j * k * h)
    here = np.ones_like(right)
    for j in range(len(pos) - 2, 0, -1):
        left = ((12 - 10 * f(j)) * here - f(j + 1) * right) / f(j - 1)
        right, here = here, left
    phase = np.exp(1j * k * h)
    incident = (right - here * phase**-1) / (phase - phase**-1)
    transmission = 1 / np.abs(incident)**2
    y = transmission * np.exp(-(E - Eb) / kT) / kT
    return np.sum((y[1:] + y[:-1]) / 2 * np.diff(E))


tunnel_20 = tunnelling_formula(L_channel)
tunnel_10 = tunnelling_formula(L_channel / 2)
assert abs(tunnelling_solved(L_channel, 3) / tunnel_20 - 1) < 0.03
assert abs(tunnelling_solved(L_channel / 2, 3) / tunnel_10 - 1) < 0.03
solved_20 = tunnelling_solved(L_channel, 1)
solved_10 = tunnelling_solved(L_channel / 2, 1)
assert 1 < solved_20 < solved_10


# Recrossing: launch thermal flux from the top, with randomizing collisions
def recrossing(omega_tau, n=200000):
    h = 0.08
    ch, sh = np.cosh(h / 2), np.sinh(h / 2)
    x = np.zeros(n)
    v = rng.rayleigh(size=n)
    for _ in range(200):
        x, v = ch * x + sh * v, sh * x + ch * v
        hit = np.flatnonzero(rng.random(n) < 1 - np.exp(-h / omega_tau))
        v[hit] = rng.standard_normal(len(hit))
        x, v = ch * x + sh * v, sh * x + ch * v
    # Reflection symmetry supplies the particles launched to the left
    return 2 * np.mean(x > 0) - 1


tau = mobility * m_light * m0 / q
omega_tau = barrier_frequency(L_channel) * tau
kappa = recrossing(omega_tau)
# One collision at most: analytic loss is ln(2)/(omega tau)
weak = 10 * omega_tau
assert abs((1 - recrossing(weak)) * weak / np.log(2) - 1) < 0.12
assert 0 < kappa < 1

T_hot = 358.0
p_hot = np.exp(-Eb * q / (kB * T_hot))
combined = rate_fermi * solved_20 * kappa

print(f"Temperature: {T:.0f} K; kT: {kT:.5f} eV")
print(f"Barrier: {Eb:.1f} eV; barrier/kT: {eta:.3f}")
print(f"Crossing probability per arrival: {p:.3e}")
print(f"Arrivals per crossing: {1/p:.3e}")
print(f"Snapshot fraction forward and above barrier: {snapshot:.3e}")
print(f"Expected such particles in one snapshot: {N_particles*snapshot:.2e}")
print(f"Box test, 0.1 eV: arrivals {N_arrived}, crossings {N_over}")
print(f"Box probability: {p_box:.5f}; formula: {p_low:.5f}")
print(f"Nonparabolicity: {alpha:.1f} 1/eV; p ratio: {p_nonparabolic/p:.7f}")
print(f"Scatter test, 0.1 eV: {runs_low} runs of {N_low} arrivals")
print(f"Relative scatter: measured {scatter:.4f}, formula {scatter_law:.4f}")
print(f"Direct test, 0.4 eV: {runs} runs of {N_run} arrivals")
print(f"Expected crossings per run: {N_run*p:.3f}")
print(f"Empty runs: {empty}; expected: {runs*p_empty:.1f}")
print(f"Total crossings in all runs: {counts.sum()}")
print(f"Target relative error: {100*target:.0f} percent")
print(f"Arrivals needed: {N_needed:.3e}")
print(f"Masses: light {m_light:.2f}, heavy {m_heavy:.2f} electron masses")
print(f"vR light: {vR_light*100:.3e} cm/s; heavy: {vR_heavy*100:.3e} cm/s")
print(f"vR valley average: {vR*100:.3e} cm/s")
print(f"Source length: {L_source*1e9:.0f} nm; particles: {N_particles}")
print(f"Arrival rate, all particles: {arrival_rate:.3e} 1/s")
print(f"Simulated time needed: {sim_time*1e9:.2f} ns")
print(f"Time step: {time_step*1e15:.1f} fs; steps: {sim_time/time_step:.3e}")
print(f"Particle steps: {particle_steps:.3e}")
print(f"Assumed speed: {speed:.1e} particle steps/s; run: {days:.2f} days")
for barrier in (0.1, 0.2, 0.3, 0.4):
    prob = np.exp(-barrier / kT)
    need = arrivals_needed(prob)
    print(f"Barrier {barrier:.1f} eV: p {prob:.3e}, arrivals {need:.3e}, "
          f"time {need/arrival_rate*1e12:.3e} ps")
print(f"Barrier increase for tenfold effort: {1000*kT*np.log(10):.2f} meV")
print(f"Weighted test: theta {theta:.3f}, draws {N_weighted}")
print(f"Weighted probability: {p_weighted:.3e}")
print(f"Relative variance: measured {relvar_measured:.2f}, law {relvar:.2f}")
print(f"Direct relative variance per arrival: {(1-p)/p:.3e}")
print(f"Weighted draws needed: {N_weighted_needed:.0f}")
print(f"Draws saved by weighting: factor {N_needed/N_weighted_needed:.3e}")
print(f"Source density: {n_source*1e-6:.1e} cm^-3; Nc: {Nc*1e-6:.2e} cm^-3")
print(f"Fermi level above band edge: {etaF*kT:.4f} eV")
print(f"Degenerate p: {p_fermi:.3e}; ratio to classical: {p_fermi/p:.2f}")
print(f"Degenerate crossings per electron: factor {rate_fermi:.2f}")
print(f"Tunnelling, 20 nm: formula {tunnel_20:.3f}, solved {solved_20:.3f}")
print(f"Tunnelling, 10 nm: formula {tunnel_10:.3f}, solved {solved_10:.3f}")
print(f"Mobility: {mobility*1e4:.0f} cm2/Vs; collision time: {tau*1e15:.1f} fs")
print(f"Net recrossing factor kappa, 20 nm: {kappa:.3f}")
print(f"At {T_hot:.0f} K: p {p_hot:.3e}; ratio to 300 K: {p_hot/p:.2f}")
print(f"Rough combined crossing-rate factor, 300 K: {combined:.2f}")
print(f"Rough corrected simulated time: {sim_time/combined*1e9:.2f} ns")
print("verified")
```

Running it gives:

```
Temperature: 300 K; kT: 0.02585 eV
Barrier: 0.4 eV; barrier/kT: 15.473
Crossing probability per arrival: 1.907e-07
Arrivals per crossing: 5.245e+06
Snapshot fraction forward and above barrier: 1.327e-08
Expected such particles in one snapshot: 1.33e-04
Box test, 0.1 eV: arrivals 160237, crossings 3341
Box probability: 0.02085; formula: 0.02090
Nonparabolicity: 0.5 1/eV; p ratio: 1.0000000
Scatter test, 0.1 eV: 400 runs of 5000 arrivals
Relative scatter: measured 0.1044, formula 0.0968
Direct test, 0.4 eV: 40 runs of 1000000 arrivals
Expected crossings per run: 0.191
Empty runs: 35; expected: 33.1
Total crossings in all runs: 6
Target relative error: 10 percent
Arrivals needed: 5.245e+08
Masses: light 0.19, heavy 0.92 electron masses
vR light: 6.172e+06 cm/s; heavy: 2.805e+06 cm/s
vR valley average: 5.049e+06 cm/s
Source length: 20 nm; particles: 10000
Arrival rate, all particles: 2.525e+16 1/s
Simulated time needed: 20.77 ns
Time step: 0.1 fs; steps: 2.077e+08
Particle steps: 2.077e+12
Assumed speed: 1.0e+07 particle steps/s; run: 2.40 days
Barrier 0.1 eV: p 2.090e-02, arrivals 4.685e+03, time 1.856e-01 ps
Barrier 0.2 eV: p 4.367e-04, arrivals 2.289e+05, time 9.067e+00 ps
Barrier 0.3 eV: p 9.125e-06, arrivals 1.096e+07, time 4.341e+02 ps
Barrier 0.4 eV: p 1.907e-07, arrivals 5.245e+08, time 2.077e+04 ps
Barrier increase for tenfold effort: 59.53 meV
Weighted test: theta 15.473, draws 400000
Weighted probability: 1.921e-07
Relative variance: measured 20.60, law 20.73
Direct relative variance per arrival: 5.245e+06
Weighted draws needed: 2073
Draws saved by weighting: factor 2.530e+05
Source density: 1.0e+20 cm^-3; Nc: 2.74e+19 cm^-3
Fermi level above band edge: 0.0652 eV
Degenerate p: 5.004e-07; ratio to classical: 2.62
Degenerate crossings per electron: factor 3.42
Tunnelling, 20 nm: formula 1.232, solved 1.237
Tunnelling, 10 nm: formula 2.693, solved 2.743
Mobility: 300 cm2/Vs; collision time: 32.4 fs
Net recrossing factor kappa, 20 nm: 0.797
At 358 K: p 2.339e-06; ratio to 300 K: 12.26
Rough combined crossing-rate factor, 300 K: 3.37
Rough corrected simulated time: 6.16 ns
verified
```
